\section*{Radical dose for plasma deposition in deep holes: quadratic and exponential regimes, part 2}

We seek the radical dose at the mouth of a straight round hole, closed at the bottom, that gives a target coverage $\theta_b$ at the bottom. The hole has diameter $d$, depth $L$ and aspect ratio $a=L/d$. One species of neutral radical enters from an isotropic gas, crosses the hole without gas collisions, and leaves the wall with the cosine distribution. At each wall hit it recombines with probability $r$, on bare or reacted surface, or reacts with probability $s(1-\theta)$, where $\theta$ is the reacted fraction of the surface.

Axial distances are in hole diameters: $x$ is measured down from the mouth, $y=a-x$ up from the bottom. The normalized dose $\phi$ is the number of radicals that have struck unit area, divided by the number $N_0$ per unit area consumed by complete reaction. Its mouth value is $\phi_0$; at the bottom the target requires $\phi_b=-\ln(1-\theta_b)/s$.

With $K$ the probability density of an axial hop (mean square $2/3$) and $\phi_{\rm dir}$ the dose straight from the mouth, the time-integrated balance is
\begin{equation}
\phi(x)=\phi_{\rm dir}(x)+\int K(x-x')\bigl[(1-r)\phi(x')-\theta(x')\bigr]dx'.
\label{eq:integral}
\end{equation}
For small $r$ and $s$, the diffusion approximation gives
\begin{equation}
\phi''=3r\phi+3\theta,\qquad \theta=1-e^{-s\phi}.
\label{eq:dose}
\end{equation}
The net downward flow per cross-section is $4/3$ times the dose gradient in $y$. With $\kappa=\sqrt{3r}$ and no end corrections, the solution satisfies
\begin{equation}
\phi_b\cosh\kappa a+\frac{\theta_b}{r}(\cosh\kappa a-1)
\le\phi_0\le
\phi_b\cosh\kappa a+\frac{1}{r}(\cosh\kappa a-1).
\label{eq:bounds}
\end{equation}
The upper bound is the design dose,
\begin{equation}
\phi_D=\left(\phi_b+\frac1r\right)\cosh\kappa a-\frac1r .
\label{eq:design}
\end{equation}
As $r\to0$ at fixed $a$, it becomes
\begin{equation}
\phi_D=\phi_b+\frac32a^2.
\label{eq:quadratic}
\end{equation}
For $\kappa a\gg1$ it grows as $e^{\kappa a}$, and on a fully reacted wall the bottom-to-mouth flux ratio is $2e^{-\kappa a}$.

\subsection{A 100 nm hole in an oxygen-plasma process}

Take rough values for the deposition of an alumina-like oxide: $r=0.002$, $s=0.01$, and 20 oxygen atoms consumed per nm$^2$. The gas is at 500 K and 20 mTorr, with 1 mTorr of atomic oxygen. The hole diameter is 100 nm, and the target bottom coverage is 95\%.

For atoms of mass $m$ at partial pressure $p$, kinetic theory gives the mouth flux
\begin{equation}
\Gamma_0=\frac{p}{\sqrt{2\pi mk_BT}}=3.93\times10^3\ {\rm nm^{-2}\,s^{-1}}.
\end{equation}
A normalized dose of one takes $N_0/\Gamma_0=20/3927.5$ s, or 5.09 ms. The other scales are
\begin{equation}
\kappa=\sqrt{3(0.002)}=0.0775,\qquad
\phi_b=\frac{-\ln0.05}{0.01}=299.6,\qquad \frac1r=500.
\end{equation}
The decay length is 12.9 diameters, and a tenfold dose buys 29.7 diameters of depth in the exponential regime.

At $a=60$, a depth of 6 $\mu$m, $\cosh\kappa a=52.17$. Equation (\ref{eq:design}) gives
\begin{equation}
\phi_D=(299.6)(52.17)+500(52.17-1)\simeq4.12\times10^4 .
\end{equation}
Multiplication by 5.09 ms gives an exposure of 210 s, or 0.21 Torr\,s of atomic oxygen. Without recombination the same formula gives 29 s. The results for four depths, with all other settings fixed, are as follows. The ballistic column is explained below.

\begin{center}
\begin{tabular}{rrrrr}
$a$ & $r=0$ (s) & design (s) & ballistic (s) & recombined (\%)\\
10 & 2.3 & 2.8 & 3.1 & 44\\
30 & 8.4 & 18.4 & 20.3 & 71\\
60 & 29 & 210 & 211 & 94\\
100 & 78 & 4700 & 3030 & 99.6
\end{tabular}
\end{center}

The last column is the share of the radicals lost in the hole that recombine instead of reacting, according to equation (\ref{eq:dose}). It can be checked by hand. Integrating that equation from bottom to mouth gives a total loss $\int(r\phi+\theta)\,dy=\phi'(a)/3$. The reacted part is close to $a$, because nearly every site is filled. The recombined share is thus about
\begin{equation}
1-\frac{3a}{\phi'(a)},\qquad
\phi'(a)\simeq\kappa\left(\phi_b+\frac1r\right)\sinh\kappa a .
\end{equation}
At $a=60$ this is $1-180/3230$, or 94\%. Most of the radicals lost in the hole recombine on surface that is already coated.

\subsection{Corrections at the two ends}

The bottom disc also consumes radicals. Its area $\pi d^2/4$ equals that of a length $d/4$ of side wall. To leading order its loss is included by adding $1/4$ to $a$.

At the mouth, the wall just inside receives less than the external dose, because the gas there is already depleted from below. Let $J$ now denote the net downward dose per cross-section, divided by $N_0$. In a nearly isotropic gas, the downward and upward doses through a plane are approximately $\phi+J/2$ and $\phi-J/2$. Their difference is $J$, and their average is the local wall dose. The downward dose at the mouth is the supplied dose $\phi_0$. With $J=(4/3)\phi'(a)$,
\begin{equation}
\phi_0\simeq\phi(a)+\frac23\phi'(a)\simeq\phi\left(a+\frac23\right).
\end{equation}
Together, the two ends replace $a$ by
\begin{equation}
a_{\rm eff}\simeq a+\frac23+\frac14=a+\frac{11}{12}.
\label{eq:ends}
\end{equation}
The mouth term is only a rough estimate, because it assumes a nearly isotropic gas at the opening. In the exponential regime the replacement multiplies the example's dose by $e^{11\kappa/12}$, or 1.07. The upper bound in the first half holds for the diffusion model without these ends. It is not a guaranteed upper bound for a real hole, and the table shows that the ballistic times at $a=10$, $30$ and, very slightly, $60$ exceed it.

\subsection{A calculation without the diffusion approximation}

The time-integrated balance (\ref{eq:integral}) can be solved with the exact exchange of radicals between parts of the hole, including the bottom disc. Everything needed follows from one quantity: the fraction $F(\xi)$ of radicals passing diffusely through one cross-section that fly directly through another, $\xi$ diameters away.

Draw the sphere that passes through the rims of both cross-sections. Its radius is $\rho=(d/2)\sqrt{1+\xi^2}$. Each disc cuts off an outer cap of area $A_c=2\pi\rho(\rho-\xi d/2)$. The straight lines from one cap to the other are the same lines that pass through both discs.

Diffuse emission from the inside of a sphere lands uniformly on it. Indeed, a chord making angle $\alpha$ with the normals at both of its ends has length $2\rho\cos\alpha$, so the probability of landing on $dA$ is
\begin{equation}
\frac{\cos^2\alpha\,dA}{\pi(2\rho\cos\alpha)^2}=\frac{dA}{4\pi\rho^2}.
\end{equation}
For unit flux, the number passing from cap to cap per unit time is therefore $A_c^2/(4\pi\rho^2)=\pi(\rho-\xi d/2)^2$. Division by the disc area gives
\begin{equation}
F(\xi)=\left(\sqrt{1+\xi^2}-\xi\right)^2 .
\label{eq:view}
\end{equation}
It equals one at zero separation and tends to $1/(4\xi^2)$ at large separation. Radicals that pass one cross-section but not the next have struck the wall between them. Differences of $F$, with reciprocity between emitter and receiver, thus give all exchanges with short wall rings.

For the example, the ballistic dose divided by the solution of equation (\ref{eq:dose}) at length $a_{\rm eff}$ is 1.04, 1.03 and 0.95 for $a=10$, 30 and 60. Without recombination, the ballistic dose divided by equation (\ref{eq:quadratic}) at length $a_{\rm eff}$ is 1.015 for $a=30$ and 1.012 for $a=60$. Both growth laws therefore survive the removal of the diffusion approximation in this range. At $a=100$ with recombination, however, the ratio has dropped to 0.61.

\subsection{Why the exponential law ends}

Some radicals fly from the mouth to the bottom without touching the wall. They deliver $F(a)\phi_0\simeq\phi_0/(4a^2)$ to the bottom disc. This dose falls as a power of depth, so at sufficient depth it exceeds any exponentially decaying one.

Consider a fully reacted surface with small $r$. The bottom disc re-emits nearly all of this direct dose, which then diffuses upward as $\phi=\phi_*e^{-\kappa y}$. Its upward flow at the bottom is $(4/3)\kappa\phi_*$. Setting this equal to the supply gives
\begin{equation}
\frac43\kappa\phi_*=\frac{\phi_0}{4a^2},\qquad
\frac{\phi_*}{\phi_0}=\frac{3}{16\kappa a^2}.
\label{eq:beam}
\end{equation}
The mouth dose required to reach a given coverage at the bottom then grows as $a^2$ again, though for a different reason than in equation (\ref{eq:quadratic}).

Two corrections have the same relative size. First, the wall near the bottom receives a direct dose $-F'(a)\phi_0/4\simeq\phi_0/(8a^3)$. Balancing it against recombination gives a wall dose $\phi_0/(8ra^3)$, which is $2/(\kappa a)$ times equation (\ref{eq:beam}). Second, the wall near the mouth carries a dose $\phi_0e^{-\kappa x}$ and re-emits it. A slice has four times its thickness in wall area, and a fraction $1/(8a^3)$ of its emission reaches the bottom. The sum over slices is
\begin{equation}
\int_0^\infty4\phi_0e^{-\kappa x}\frac{dx}{8a^3}=\frac{\phi_0}{2\kappa a^3},
\end{equation}
again $2/(\kappa a)$ times the direct supply. Hence
\begin{equation}
\frac{\phi_{\rm bottom}}{\phi_0}\simeq\frac{3}{16\kappa a^2}
\left(1+\frac{4}{\kappa a}\right),\qquad \kappa a\gg1,
\label{eq:tail}
\end{equation}
once the exponential part is negligible. Here $\phi_{\rm bottom}$ is the dose on the wall next to the bottom. Terms of relative order $1/(\kappa a)^2$ have been dropped, and so have terms of relative order $\kappa$, which do not vanish as the depth grows.

For a ballistic test with $r=0.005$ and $a=400$, $\kappa a=49$ and the bracket is 1.08. With wall rings 0.2 diameters long, the calculated dose on the last ring is 1.08 times equation (\ref{eq:beam}); in the limit of short rings the value at the bottom edge of the wall is 1.10. The disc itself, which takes the direct beam, receives 1.18 times equation (\ref{eq:beam}). Between $a=200$ and $400$ it falls with an average power of 2.13, close to the limiting value of two.

In the example, $2e^{-\kappa a}$ and equation (\ref{eq:beam}) become equal near $a=121$. This is where the two supplies are comparable, not where the error begins. At $a=100$, diffusion with end corrections supplies about $8.1\times10^{-4}$ of the mouth dose, and equation (\ref{eq:tail}) adds about $3.7\times10^{-4}$. The required dose should fall to about 0.69 of the diffusion result. The ballistic value is 0.61; the remaining difference probably comes from higher terms in $1/(\kappa a)$, which are not small here. At $a=200$ on a coated surface, the ballistic bottom flux is $8\times10^{-5}$ of the mouth flux, whereas diffusion predicts $4\times10^{-7}$.

Line of sight also changes where the hole is hardest to coat. Re-emission from the bottom disc helps the wall next to it, and this help fades upward. In the test with $r=0.005$ and $a=400$, the least exposed wall lies 356 diameters below the mouth, not at the bottom. In this regime a target met at the bottom does not certify the whole wall. The ballistic column of the table imposes the target on the wall at the bottom, so the effect is already present there. At $a=60$ the least covered wall reaches 94.9\%. At $a=100$ it lies about four diameters above the bottom and reaches only 93\%, and about 5\% more dose is needed to bring it to the target.

\subsection{What a real process changes}

The example resembles oxygen-plasma deposition of an oxide in a narrow hole, but its parameters are rough. Recombination probabilities depend strongly on material, temperature and surface condition. With everything else fixed at $a=60$, doubling $r$ multiplies the design dose by 4.8. Raising $s$ tenfold multiplies it by 0.66, and halving $s$ multiplies it by 1.4, since $s$ changes $\phi_b$ but leaves $\kappa$ unchanged. These factors come from the diffusion formula. Direct flight from the mouth makes the factor for $r$ smaller, because a larger $r$ brings the line-of-sight crossover to a smaller depth. For equal relative uncertainties in the two, $r$ is still the parameter to measure first.

The hole also narrows as the film grows. A 10 nm film reduces the open diameter from 100 to 80 nm. At fixed depth the aspect ratio rises from 60 to 75, and the design dose rises by a factor of 3.2, from 210 s to about 680 s. Direct flight from the mouth lowers the factor to about 2.9, or about 620 s. An exposure chosen for the empty hole is then far too short for the last cycles. Among the assumptions sized here for $a=60$, constant diameter and a known $r$ move the answer most.

Gas collisions are a small correction. For a rough collision diameter of 0.35 nm, the mean free path is 4.8 mm. A radical makes about 500 wall hits before recombining on a coated wall, with a mean flight of one diameter between hits, so it travels about 50 $\mu$m. About one radical in a hundred meets a gas molecule on the way. The neglected stored gas is smaller still: at the mouth density, the hole contains $2.4\times10^{-8}$ radicals per radical consumed by its wall.

Ions, ultraviolet light and reactions of molecular oxygen are absent from the model. So is depletion of the plasma above a wafer with many holes, which would lower $\Gamma_0$ and lengthen all the times. A tapered or bowed hole changes both diffusion and line of sight. For a straight hole with constant $r$, small $r$ and $s$, a target coverage close to one, and a depth well short of the line-of-sight crossover, equation (\ref{eq:design}) with $a$ replaced by $a+11/12$ is a usable design rule. In the example it lies about 2\% below the ballistic dose at $a=10$ and $30$, and 7\% above it at $a=60$, half the crossover depth. The excess grows quickly beyond that and with larger $r$: for $r=0.01$ and $s=0.03$ it is 4\% at $a=20$ and 26\% at $a=30$. The calculated values are collected in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Recombination probability r: 0.0020
Bare-site reaction probability s: 0.010
Required bottom coverage: 0.95
Hole diameter: 100 nm
Radicals consumed at saturation: 20 per nm2
Gas temperature: 500 K
O-atom pressure: 1.0 mTorr
Total pressure: 20.0 mTorr
O-atom mouth flux: 3927.5 per nm2 per s
Time for unit normalized dose: 5.092 ms
Mean-square hop: 0.666667 diameter^2
kappa: 0.07746 per diameter
Decay length 1/kappa: 12.91 diameters
Added aspect ratio per tenfold dose: 29.73
Local bottom dose phi_b: 299.6
Recombination scale 1/r: 500.0
Ring-length error ratio on halving h: 4.02
a=10: depth 1.0 um, kappa*a=0.775, cosh=1.315
a=10: normalized dose lower 543.8, diffusion 545.8, design 551.7
a=10: time design 2.81 s, r=0 2.29 s, ballistic 3.15 s
a=10: recombined share 43.9 %, ballistic/end-corrected diffusion 1.037
a=30: depth 3.0 um, kappa*a=2.324, cosh=5.156
a=30: normalized dose lower 3518.8, diffusion 3579.8, design 3622.7
a=30: time design 18.45 s, r=0 8.40 s, ballistic 20.27 s
a=30: recombined share 71.2 %, ballistic/end-corrected diffusion 1.027
a=60: depth 6.0 um, kappa*a=4.648, cosh=52.171
a=60: normalized dose lower 39935.2, diffusion 40768.9, design 41214.4
a=60: time design 209.88 s, r=0 29.02 s, ballistic 211.03 s
a=60: recombined share 94.4 %, ballistic/end-corrected diffusion 0.946
a=100: depth 10.0 um, kappa*a=7.746, cosh=1156.114
a=100: normalized dose lower 895020.0, diffusion 914023.0, design 923897.8
a=100: time design 4704.77 s, r=0 77.91 s, ballistic 3029.91 s
a=100: recombined share 99.6 %, ballistic/end-corrected diffusion 0.606
a=30, r=0: ballistic/end-corrected quadratic 1.015
a=60, r=0: ballistic/end-corrected quadratic 1.012
Estimated end of exponential window: a=121
a=200 bottom/mouth flux, ballistic: 8.3e-05
a=200 bottom/mouth flux, diffusion: 3.7e-07
r=0.005, a=400: ballistic/line-of-sight estimate 1.08
r=0.005, a=200 to 400: bottom-dose power 2.13
r=0.005, a=400: least exposed wall at 356 diameters
Assumed collision diameter: 0.35 nm
Mean free path: 4.76 mm; path/diameter 4.76e+04
Stored gas radicals per wall radical consumed: 2.41e-08
Film 10 nm: a=60 becomes 75.0, dose factor 3.222
Doubling r at a=60: dose factor 4.763
Tenfold s at a=60: dose factor 0.659
\end{verbatim}
